# Uniform Precursor Flux to a Wafer in Showerhead Similarity Flow

**Q.** Gas enters through a showerhead, turns at the wafer and leaves sideways. It moves faster the farther it is from the centre. Surely a faster stream delivers more precursor, so the flux to the wafer must grow with radius?

**A.** That has to be decided from the flow, so let me fix it first. The wafer is the plane $z=0$ and the showerhead the plane $z=H$, both infinite. Gas enters at $z=H$ with the same downward speed $W$ everywhere. Density $\rho$, kinematic viscosity $\nu$ and precursor diffusivity $D$ are constant, the precursor is dilute, and everything is steady. The equations hold in any consistent units, atomic units included.

I try a downward speed that depends on height alone, $u_z=-v(z)$. Continuity reads

$$\frac1r\frac{\partial(ru_r)}{\partial r}=-\frac{\partial u_z}{\partial z}=v'(z).$$

Integrating from the axis, where $ru_r=0$, gives $ru_r=r^2v'/2$, so

$$u_r=\frac{r\,v'(z)}2 .$$

The linear growth is therefore the sideways escape of a uniform downward supply. Conversely, if $u_r=r\,h(z)$, continuity gives $\partial_zu_z=-2h(z)$. Since $u_z=0$ at the wafer, $u_z$ is then independent of $r$. The two properties go together.

**Q.** You have satisfied continuity. Why should the momentum equation allow such a flow?

**A.** Insert it. In the radial equation the inertial terms are

$$u_r\partial_ru_r=\frac{r v'^2}{4},\qquad u_z\partial_zu_r=-\frac{r v v''}{2}.$$

The radial part of the viscous term, $\partial_r[r^{-1}\partial_r(ru_r)]=\partial_rv'$, vanishes, which leaves $\nu\,\partial_z^2u_r=\nu r v'''/2$. Hence

$$-\frac1{\rho}\frac{\partial p}{\partial r}=r\left[\frac{v'^2}4-\frac{vv''}2-\frac{\nu v'''}2\right].$$

The axial equation is $vv'=-\rho^{-1}\partial_zp-\nu v''$, so $\partial_zp$ depends on $z$ alone and $\partial_r\partial_zp=0$. Differentiating the radial equation with respect to $z$ then shows that the bracket is a constant, $\beta$:

$$\frac{v'^2}4-\frac{vv''}2=\beta+\frac{\nu v'''}2,\qquad \frac{\partial p}{\partial r}=-\rho\beta r .$$

The wafer is impermeable to the carrier and neither plate allows slip, so $v(0)=v'(0)=v'(H)=0$ and $v(H)=W$. These four conditions determine the three integration constants of the third-order equation and $\beta$.

When inertia is negligible, $v'''=-2\beta/\nu$ and $v=Az^2+Bz^3$. The condition $v'(H)=0$ gives $A=-3BH/2$. Then $v(H)=-BH^3/2=W$ gives $B=-2W/H^3$ and $A=3W/H^2$. With $\zeta=z/H$,

$$v=W(3\zeta^2-2\zeta^3),\qquad \beta=-\frac{\nu v'''}{2}=\frac{6\nu W}{H^3}.$$

**Q.** Then put the precursor in. The radial wind is still there.

**A.** The concentration $c$ obeys

$$u_r\frac{\partial c}{\partial r}-v\frac{\partial c}{\partial z}=D\left[\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right)+\frac{\partial^2c}{\partial z^2}\right].$$

The one coefficient that grows with radius, $u_r$, multiplies $\partial c/\partial r$. Moving gas sideways changes nothing locally if the gas beside it, at the same height, has the same composition. So try $c=c(z)$:

$$Dc''+vc'=0 .$$

No $r$ remains. The boundary conditions must be free of $r$ too. A perfectly absorbing wafer has $c(0)=0$. At the showerhead I prescribe the total supply $Wc_{\rm in}$. Just below the plate the downward flux consists of convection $vc$ and diffusion $Dc'$, so

$$Wc_{\rm in}=Wc(H)+Dc'(H).$$

**Q.** Solve it, and tell me how much reaches the wafer.

**A.** Dividing by $Dc'$ gives $(\ln c')'=-v/D$. The flux into the wafer is $J=Dc'(0)$, because $v(0)=0$. Therefore

$$c'(z)=\frac JD\,E(z),\qquad E(z)=\exp\left[-\frac1D\int_0^z v\,dz'\right].$$

With $I=\int_0^HE\,dz$, a second integration gives $c(H)=JI/D$. The inlet condition becomes $Wc_{\rm in}=WJI/D+JE(H)$, and division by $W$ yields

$$J=\frac{c_{\rm in}}{I/D+E(H)/W}.$$

The flux is the same at every radius. The first term in the denominator is the resistance of the gap, reduced by the downward wind. The second accounts for diffusion just below the showerhead, which runs downward with the stream and so keeps $c(H)$ below $c_{\rm in}$.

**Q.** You guessed $c(z)$ and found a solution. Perhaps another solution, with a nonuniform flux, satisfies the same conditions.

**A.** No other bounded one does, provided $v'\ge0$, meaning that gas nowhere flows inward. The creeping profile satisfies this, since $v'=6W\zeta(1-\zeta)/H$.

Let $g$ be the difference of two bounded solutions. It obeys $Lg=0$ with $L=D\nabla^2-u_r\partial_r+v\partial_z$, together with $g=0$ at $z=0$ and $Dg_z+Wg=0$ at $z=H$. Compare it with

$$B=\ln(1+r^2/H^2)+q(z),\qquad Dq''+vq'=-\frac{5D}{H^2},$$

where $q(0)=0$ and $Dq'(H)+Wq(H)=0$. Such a $q$ exists because the problem without the source has just the zero solution: $q'=aE$ would require $a[DE(H)+WI]=0$. Also $q\ge0$. At a negative interior minimum $q'=0$ and $q''\ge0$, which contradicts the equation. At a negative minimum on the top plate $q'\le0$, which contradicts the boundary condition.

Applying $L$ gives

$$LB=\frac{4D/H^2}{(1+r^2/H^2)^2}-\frac{v'r^2}{H^2+r^2}-\frac{5D}{H^2}\le-\frac D{H^2}<0 .$$

For any $\varepsilon>0$, consider $\psi=\varepsilon B-g$. It grows without limit as $r\to\infty$, so if it were negative anywhere it would have a negative minimum at finite $r$.

- In the interior, such a minimum has zero gradient and $\nabla^2\psi\ge0$, so $L\psi\ge0$. But $L\psi=\varepsilon LB<0$.
- On the top plate it has $\psi_z\le0$, so $D\psi_z+W\psi<0$. But this sum equals $\varepsilon W\ln(1+r^2/H^2)\ge0$.
- On the wafer $\psi=\varepsilon\ln(1+r^2/H^2)\ge0$.

Hence $g\le\varepsilon B$. The same argument for $-g$ gives $|g|\le\varepsilon B$, and $\varepsilon\to0$ gives $g=0$.

**Q.** I still miss the bookkeeping. The outer stream carries a great deal of precursor. Where does it come from?

**A.** From the larger area of showerhead inside that radius. Since $Dc''+vc'=0$, we have $(Dc'+vc)'=v'c$. Integrating from wafer to showerhead,

$$Wc_{\rm in}-J=\int_0^Hv'c\,dz .$$

Multiply by $\pi r^2$. The left side is the supply to a cylinder of radius $r$ minus its wall uptake. The right side is $2\pi r\int_0^Hu_rc\,dz$, the outflow through its side. All three grow as $r^2$, so the faster outer stream carries away the part of the additional supply that the wafer does not absorb, and the uptake per area stays unchanged.

**Q.** Does the flow rate then have no influence?

**A.** It sets the size of the flux, though not its dependence on $r$. Define the Péclet number ${\rm Pe}=WH/D$.

For ${\rm Pe}\to0$, $E\to1$ and $I\to H$. Then $J\to c_{\rm in}/(H/D+1/W)$, which tends to $Wc_{\rm in}$ because $1/W\gg H/D$: nearly all the supply is absorbed.

For ${\rm Pe}\gg1$ in creeping flow, $E$ decays close to the wafer, where $v\simeq3Wz^2/H^2$. Then $E\simeq\exp[-Wz^3/(DH^2)]$. Substituting $x=z\,[W/(DH^2)]^{1/3}$ and using $\int_0^\infty e^{-x^3}dx=\Gamma(4/3)$,

$$I\simeq\Gamma(4/3)\left(\frac{DH^2}{W}\right)^{1/3},\qquad J\simeq\frac{c_{\rm in}}{\Gamma(4/3)}\left(\frac{D^2W}{H^2}\right)^{1/3}.$$

The term $E(H)/W$ is exponentially small here. In this limit, at fixed $D$, $H$ and $c_{\rm in}$, eight times the flow doubles the flux, so the absorbed fraction $J/(Wc_{\rm in})$ falls by a factor of four. The limit requires $\nu\gg D$, because $WH/\nu$ must stay small while $WH/D$ is large. The gas in the example below, with $\nu/D\simeq4$, does not reach it.

**Q.** Give me a case with numbers.

**A.** Take a lanthanum precursor pulse in nitrogen, in the regime of lanthanum oxide deposition from a heavy amidinate. The parameters are rough round values: 500 K, 1 Torr total pressure, 0.001 Torr precursor, $H=2$ cm, wafer radius $R=15$ cm, $W=100$ cm/s and $D=70$ cm²/s. The viscosity $2.5\times10^{-5}$ Pa s gives $\nu=278$ cm²/s.

The Reynolds number is $WH/\nu=200/278=0.72$, and ${\rm Pe}=200/70=2.86$. At mid-gap the radial speed is 188 cm/s at $r=5$ cm and 376 cm/s at $r=10$ cm. The full momentum equation gives $I/H=0.7038$ and $E(H)=0.2356$, hence $E(H)/{\rm Pe}=0.0825$. In scaled form

$$\frac{JH}{Dc_{\rm in}}=\frac1{0.7038+0.0825}=1.272 .$$

The creeping profile gives 1.263, which is 0.7% lower, so inertia matters little here. With $c_{\rm in}=1.93\times10^{13}$ cm⁻³,

$$J=1.272\times\frac{70\times1.93\times10^{13}}{2}\ \text{cm}^{-2}\text{s}^{-1}\simeq8.6\times10^{14}\ \text{cm}^{-2}\text{s}^{-1}.$$

The wafer absorbs 45% of the supply, and the other 55% leaves sideways.

**Q.** Your wafer now has an edge. The proof used an infinite one.

**A.** So the edge needs a separate test. The transport equation was solved in both $r$ and $z$, without assuming $c(z)$, and with the harsh condition $c=0$ at $r=15$ cm. The scaled flux at the centre is again 1.272, and for $r\le10$ cm it varies by about two parts in $10^9$. A change above 1% from the central value is confined to the outer 1 cm. That width belongs to this flow and this edge condition; a real pumping gap or wafer step would have its own.

**Q.** So linear radial velocity guarantees a uniform flux?

**A.** Not by itself. Keep the flow unchanged but let the supplied concentration fall as $1-r^2/(2R^2)$. The radial velocity is still linear, yet the flux near $r=10$ cm is only about 0.87 of the central value. Now $\partial c/\partial r$ is not zero, and the radial wind acts on it.

Alternatively, keep the composition uniform and let the injection speed fall by the same factor. In a prescribed divergence-free flow of this kind, which is not a solution of the momentum equation, the flux at 10 cm is 0.92 of the central value. Away from the edge, uniformity is assured when the axial velocity, the supplied composition and the wall law are all independent of $r$. If one of them varies, the flux will in general vary too, but not always by much. When the surface reacts slowly, for example, the gas at the wafer stays close to the supplied composition, and an uneven injection speed matters little.

**Q.** What about a free stagnation flow, with no showerhead nearby?

**A.** Far from the wafer let $u_r=ar$, so $v'\to2a$. Write $v=2\sqrt{a\nu}\,f(\eta)$ with $\eta=z\sqrt{a/\nu}$. Then $v'^2/4=a^2f'^2$, $vv''/2=2a^2ff''$ and $\nu v'''/2=a^2f'''$. Far away $f'\to1$ while $ff''$ and $f'''$ vanish, so $\beta=a^2$ and

$$f'''+2ff''-f'^2+1=0,\qquad f(0)=f'(0)=0 .$$

This is Homann flow. The concentration equation is unchanged, now with $c\to c_\infty$ far away. Since $D^{-1}\int_0^zv\,dz'=2(\nu/D)\int_0^\eta f\,d\eta'$,

$$J=\frac{Dc_\infty\sqrt{a/\nu}}{\displaystyle\int_0^\infty\exp\left[-\frac{2\nu}{D}\int_0^\eta f\,d\eta'\right]d\eta}.$$

This flux is uniform too, but the model does not fit the present reactor. The height average of $u_r/r$ is $W/(2H)=25$ s⁻¹. With $a$ set to that value the viscous length $\sqrt{\nu/a}$ is 3.3 cm, longer than the gap. The inverse of the integral is 1.265, so $J/c_\infty=70\times1.265/3.34\simeq27$ cm/s. The confined flow gives $J/c_{\rm in}=70\times1.272/2\simeq45$ cm/s.

**Q.** Real precursors do not stick at every collision.

**A.** Suppose the uptake is $Dc'(0)=kc(0)$ with the same $k$ everywhere. Then $c(0)=J/k$ and $c(H)=J/k+JI/D$. The inlet condition now gives

$$J=\frac{c_{\rm in}}{1/k+I/D+E(H)/W}.$$

For sticking probability $s$, I estimate $k$ from the one-way flux of a Maxwellian gas. For molecules of mass $m$ it is

$$c\int_0^\infty u\,\frac{e^{-mu^2/2k_BT}}{\sqrt{2\pi k_BT/m}}\,du=c\sqrt{\frac{k_BT}{2\pi m}}=\frac{c\bar u}4,\qquad \bar u=\sqrt{\frac{8k_BT}{\pi m}},$$

so $k=s\bar u/4$. For the heavy lanthanum molecule, a rough mass of 520 u gives $\bar u=143$ m/s. For $s=0.01$, a comparison value and not a measured one, $k\simeq36$ cm/s and the flux drops to 0.44 of the absorbing-wall value. It remains uniform.

**Q.** And the sites fill up during the pulse.

**A.** They do. With a rough 2 sites per nm², the constant flux would fill them in 0.23 s. The gas settles sooner: starting from an empty gap, the flux to an absorbing wafer comes within 1% of its steady value in less than $H^2/D=0.06$ s. The steady absorbing-wall value is still at best an estimate for the early pulse, because the uptake falls as sites fill.

The radial argument survives. If the initial gas and surface coverage are independent of $r$, the time-dependent problem is solved by $c(z,t)$ and a coverage that depends on $t$ alone, because each location has the same equation, supply and wall law. The same holds for a purge with $c_{\rm in}=0$.

**Q.** How far is all this from a real reactor?

**A.** The assumption that matters most among those tested here is perfect absorption: reactive sticking can be well below one, and it falls as sites fill. The $s=0.01$ comparison shows that this can more than halve the flux. The other effects estimated here are smaller for these parameters:

- A precursor molecule loses its direction over roughly $3D/\bar u=0.015$ cm, far below the gap. Being heavy, it needs many collisions for that, so the distance between collisions is shorter still. Even at $s=1$, the wall resistance $1/k$ with $k=\bar u/4$ lowers $J$ by only about 1%. This is a rough size, because the gas next to such a strong absorber is not Maxwellian.
- Cooling the whole gas to 450 K, at fixed pressure and molar supply and with hard-sphere property scaling, lowers $J$ by 2.6%. Thermal diffusion between 450 and 500 K, with a rough factor of 0.3, would change the composition of a gas at rest by about 3%; its effect on $J$ here is smaller.
- The precursor raises the gas density by 1.8%, which changes $J$ by about 0.01%. Its removal at the wall alone would draw gas down at 0.00045 of the injection speed; ligands released by the surface reaction, which are not included, flow the other way.
- The radial pressure drop, $\rho\beta R^2/2$, is 0.17% of the total pressure, and the Mach number at the wafer edge is 0.012.
- A ripple in the supply from holes 1 cm apart reaches the wafer with a relative strength of about $3\times10^{-5}$. This estimate ignores the separate momentum of the jets and the distortion of the ripple by the radial flow.

A temperature or sticking probability that is the same at every radius changes the amount delivered. One that varies across the wafer will in general break the uniformity itself. Further digits are in the numerical output below.

## Calculated quantities

```
Temperature: 500 K
Total pressure: 1 Torr
Precursor pressure: 0.001 Torr
Gap: 2 cm
Wafer radius: 15 cm
Injection speed W: 100 cm/s
Diffusivity D (rough): 70 cm2/s
Viscosity (rough): 2.5e-05 Pa s
Precursor mass (rough): 520 u
Kinematic viscosity: 278.4 cm2/s
Inlet concentration: 1.931e+13 cm^-3
Reynolds number W H/nu: 0.7184
Peclet number W H/D: 2.857
Pressure constant (creeping limit 12): 13.141
Mid-gap radial speed at r = 5 cm: 188.2 cm/s
Mid-gap radial speed at r = 10 cm: 376.3 cm/s
Damping E(H): 0.2356
Integral I/H: 0.7038
Inlet term E(H) D/(W H): 0.08247
Sherwood number, formula: 1.2718
Sherwood number, creeping profile: 1.2629
Sherwood number, 2D centre: 1.2718
Concentration c(H)/c_in: 0.8951
Absorbing-wall flux J: 8.597e+14 cm^-2 s^-1
Fraction of supply absorbed J/(W c_in): 0.4451
2D relative flux spread for r <= 10 cm: 1.9e-09
Edge width with over 1% flux change: 0.79 cm
Control radius: 10.04 cm
Uneven speed: flux there / centre: 0.9227
Uneven composition: flux there / centre: 0.8742
Free-flow strain rate a = W/(2H): 25 s^-1
Free-flow viscous length: 3.337 cm
Free-flow scaled concentration slope: 1.265
Site density (rough): 2 nm^-2
Site-filling time at constant J: 0.2326 s
Gap diffusion time H^2/D: 0.05714 s
Mean thermal speed: 142.7 m/s
Sticking probability in comparison: 0.01
Flux ratio, this sticking / absorber: 0.4449
Flux change, kinetic wall resistance: -1.2 %
Mean free path estimate 3D/speed: 0.015 cm
Cooler gas in comparison: 450 K
Flux change, whole gas at that temperature: -2.6 %
Thermal diffusion factor (rough): 0.3
Thermal diffusion size, factor*ln(T ratio): 3.2 %
Gas density increase from precursor: 1.8 %
Flux change from that density: 0.012 %
Wall suction speed / injection speed: 0.00045
Centre-to-edge pressure drop / pressure: 0.17 %
Mach number at wafer edge: 0.012
Showerhead hole pitch: 1 cm
Hole ripple surviving at wafer, relative: 2.7e-05
```
